# Brouwer Diagram of an Acceptor-Doped Oxide with Doubly Charged Vacancies: a program that tests the result

```python
"""Brouwer diagram of an oxide MO with doubly charged vacancies and an acceptor.

Result under test: with rising oxygen pressure P the electron concentration n
follows branches with d ln n / d ln P = -1/6, -1/4, 0, -1/6, and exactly
    d ln n / d ln P = -(v + w) / (n + p + 4 (v + w)).
Symbols (concentrations per formula unit, P in bar relative to 1 bar):
    v  oxygen vacancies, charge +2      w  metal vacancies, charge -2
    n  electrons    p  holes            A  acceptors, charge -1, fixed
    KR reduction constant   KS Schottky constant   KI electron-hole constant
    KOX oxidation constant
The reference is a direct minimization of the ideal-solution free energy over
the extents of three neutral reactions: reduction, Schottky, pair creation.
"""
import numpy as np
from mpmath import mp, mpf

mp.dps = 60

# rows: v, w, n, p; columns: reduction, Schottky, pair creation
STOICH = [[1, 1, 0], [0, 1, 0], [2, 0, 1], [0, 0, 1]]


def equilibrium(P, A, KR, KS, KI):
    """Minimize the free energy (units of kT) by damped Newton steps."""
    standard = [-mp.log(KR) + mp.log(P) / 2, -mp.log(KS), -mp.log(KI)]
    start = mpf(10) ** -3
    extent = [mpf(0), start, start]
    conc = [A / 2 + start, start, start, start]

    def free_energy(c, x):
        mixing = sum(ci * (mp.log(ci) - 1) for ci in c)
        return mixing + sum(xj * sj for xj, sj in zip(x, standard))

    energy = free_energy(conc, extent)
    for _ in range(2000):
        logs = [mp.log(ci) for ci in conc]
        grad = [standard[j] + sum(STOICH[i][j] * logs[i] for i in range(4))
                for j in range(3)]
        if max(abs(g) for g in grad) < mpf(10) ** -18:
            return conc
        hess = mp.matrix(3, 3)
        for j in range(3):
            for k in range(3):
                hess[j, k] = sum(STOICH[i][j] * STOICH[i][k] / conc[i]
                                 for i in range(4))
        step = mp.lu_solve(hess, mp.matrix([-g for g in grad]))
        change = [sum(STOICH[i][j] * step[j] for j in range(3))
                  for i in range(4)]
        t = mpf(1)
        for ci, di in zip(conc, change):
            if di < 0:
                t = min(t, mpf("0.9") * ci / (-di))
        descent = sum(grad[j] * step[j] for j in range(3))
        while True:
            new_conc = [ci + t * di for ci, di in zip(conc, change)]
            new_extent = [extent[j] + t * step[j] for j in range(3)]
            new_energy = free_energy(new_conc, new_extent)
            if new_energy <= energy + mpf("1e-4") * t * descent:
                break
            t /= 2
            assert t > mpf(10) ** -40, "line search failed"
        conc, extent, energy = new_conc, new_extent, new_energy
    raise RuntimeError("free-energy minimization did not converge")


def numerical_slope(P, *params):
    """d ln n / d ln P by central difference of minimized states."""
    h = mpf("1e-3")
    upper = equilibrium(P * mp.exp(h), *params)[2]
    lower = equilibrium(P * mp.exp(-h), *params)[2]
    return mp.log(upper / lower) / (2 * h)


def slope_formula(v, w, n, p):
    return -(v + w) / (n + p + 4 * (v + w))


def pressure_from_n(n, A, KR, KS, KI):
    """Explicit full solution with n as the parameter."""
    D = n + A - KI / n
    v = (D + mp.sqrt(D * D + 16 * KS)) / 4
    return (KR / (v * n * n)) ** 2


# Round model parameters
A, KR, KS, KI = mpf("1e-3"), mpf("5e-22"), mpf("1e-10"), mpf("1e-10")
params = (A, KR, KS, KI)
KOX = KS * KI ** 2 / KR
P1 = 4 * KR ** 2 / A ** 6
P2 = 4 * KR ** 2 * A ** 2 / KI ** 4
P3 = A ** 6 / (4 * KOX ** 2)


def brouwer_n(P):
    if P <= P1:
        return mp.cbrt(2 * KR) * P ** (-mpf(1) / 6)
    if P <= P2:
        return mp.sqrt(2 * KR / A) * P ** (-mpf(1) / 4)
    if P <= P3:
        return KI / A
    return KI / (mp.cbrt(2 * KOX) * P ** (mpf(1) / 6))


print("Model inputs (concentrations per formula unit, P in bar)")
print(f"A = {float(A):.3e}, K_R = {float(KR):.3e}, "
      f"K_S = {float(KS):.3e}, K_i = {float(KI):.3e}")
print(f"K_ox = {float(KOX):.3e}")
print(f"corner pressures: P1 = {float(P1):.3e} bar, "
      f"P2 = {float(P2):.3e} bar, P3 = {float(P3):.3e} bar")
print(f"P2/P1 = {float(P2 / P1):.3e}, P3/P2 = {float(P3 / P2):.3e}")

# Full solution over the whole diagram
pressures = [mpf("1e-30"), P1, mpf("1e-20"), mpf("1e-16"), mpf("1e-12"),
             P2, mp.sqrt(P2 * P3), P3, mpf("1e2")]
states, worst_slope, worst_pressure = [], mpf(0), mpf(0)
print("Full solution; slope = d ln n/d ln P; n_B = Brouwer estimate of n")
print("P/bar      n          p          v(O vac)   w(M vac)   slope    n_B")
for P in pressures:
    v, w, n, p = equilibrium(P, *params)
    states.append((v, w, n, p))
    slope = slope_formula(v, w, n, p)
    worst_slope = max(worst_slope, abs(slope - numerical_slope(P, *params)))
    worst_pressure = max(worst_pressure,
                         abs(pressure_from_n(n, *params) / P - 1))
    assert -0.25 < slope < 0
    row = "  ".join(f"{float(q):.3e}" for q in (P, n, p, v, w))
    print(f"{row}  {float(slope):.4f}  {float(brouwer_n(P)):.3e}")
assert worst_slope < 1e-6
assert worst_pressure < 1e-10
print(f"largest |slope formula - finite difference| = {float(worst_slope):.1e}")
print(f"largest relative error of P(n) formula = {float(worst_pressure):.1e}")

# Branches II and III at their logarithmic midpoints
for index in (3, 6):
    assert abs(states[index][2] / brouwer_n(pressures[index]) - 1) < 1e-3

# Slope between branches I and II, where p and w are negligible
for index in (0, 1):
    n = states[index][2]
    approximate = -(n + A) / (2 * (3 * n + 2 * A))
    measured = numerical_slope(pressures[index], *params)
    assert abs(approximate - measured) < 1e-3
    print(f"P = {float(pressures[index]):.1e} bar: two-branch slope "
          f"{float(approximate):.4f}, numerical {float(measured):.4f}")

# Slope where n = p, inside branch II
P_equal = pressure_from_n(mp.sqrt(KI), *params)
v, w, n, p = equilibrium(P_equal, *params)
assert abs(n / p - 1) < 1e-10
slope_equal = -mpf(1) / 4 / (1 + mp.sqrt(KI) / mp.sqrt(A ** 2 + 16 * KS))
assert abs(slope_equal - numerical_slope(P_equal, *params)) < 1e-6
print(f"n = p at P = {float(P_equal):.4e} bar, slope {float(slope_equal):.5f}")


# Rounding of the corners, from the three-term neutrality conditions
def positive_root(coefficients):
    roots = np.roots(coefficients)
    real = [r.real for r in roots if abs(r.imag) < 1e-9 and r.real > 0]
    assert len(real) == 1
    return real[0]


y = positive_root([1, 1, 0, -1])
z = positive_root([1, 1, -1])
u = positive_root([1, -1, 0, -1])
corner_ratios = [(states[1][2] / A, y), (states[5][3] / A, z),
                 (states[7][3] / A, u)]
for name, (full, predicted) in zip(("n/A at P1", "p/A at P2", "p/A at P3"),
                                   corner_ratios):
    assert abs(full / predicted - 1) < 5e-3  # neglected minority defects
    print(f"{name}: full {float(full):.4f}, three-term {predicted:.4f}")

# Pure -1/6 branches: undoped oxide, still dilute
undoped = (mpf(0), KR, KS, KI)
for label, P in (("low", mpf("1e-24")), ("high", mpf(1))):
    n = equilibrium(P, *undoped)[2]
    if label == "low":
        expected = mp.cbrt(2 * KR) * P ** (-mpf(1) / 6)
    else:
        expected = KI / (mp.cbrt(2 * KOX) * P ** (mpf(1) / 6))
    slope = numerical_slope(P, *undoped)
    assert abs(n / expected - 1) < 1e-3
    assert abs(slope + mpf(1) / 6) < 2e-4
    print(f"undoped, {label} P = {float(P):.0e} bar: n = {float(n):.4e}, "
          f"branch {float(expected):.4e}, slope {float(slope):.5f}")

# A slope of -1/4 without any acceptor: Schottky disorder dominates
schottky = (mpf(0), KR, mpf("1e-6"), mpf("1e-12"))
P_schottky = pressure_from_n(mp.sqrt(schottky[3]), *schottky)
slope = numerical_slope(P_schottky, *schottky)
assert abs(slope + 0.25) < 1e-3
print(f"undoped with K_S = {float(schottky[2]):.0e}, "
      f"K_i = {float(schottky[3]):.0e}:")
print(f"  at P = {float(P_schottky):.2e} bar the slope is {float(slope):.5f}")

print("verified")
```

Printed output:

```
Model inputs (concentrations per formula unit, P in bar)
A = 1.000e-03, K_R = 5.000e-22, K_S = 1.000e-10, K_i = 1.000e-10
K_ox = 2.000e-09
corner pressures: P1 = 1.000e-24 bar, P2 = 1.000e-08 bar, P3 = 6.250e-02 bar
P2/P1 = 1.000e+16, P3/P2 = 6.250e+06
Full solution; slope = d ln n/d ln P; n_B = Brouwer estimate of n
P/bar      n          p          v(O vac)   w(M vac)   slope    n_B
1.000e-30  9.678e-03  1.033e-08  5.339e-03  1.873e-08  -0.1720  1.000e-02
1.000e-24  7.549e-04  1.325e-07  8.775e-04  1.140e-07  -0.2057  1.000e-03
1.000e-20  9.557e-05  1.046e-06  5.474e-04  1.827e-07  -0.2394  1.000e-04
1.000e-16  9.998e-06  1.000e-05  5.002e-04  1.999e-07  -0.2475  1.000e-05
1.000e-12  1.050e-06  9.520e-05  4.531e-04  2.207e-07  -0.2374  1.000e-06
1.000e-08  1.617e-07  6.186e-04  1.913e-04  5.227e-07  -0.1384  1.000e-07
2.500e-05  9.999e-08  1.000e-03  1.000e-05  9.998e-06  -0.0185  1.000e-07
6.250e-02  6.826e-08  1.465e-03  4.293e-07  2.329e-04  -0.0973  1.000e-07
1.000e+02  2.640e-08  3.788e-03  7.174e-08  1.394e-03  -0.1489  2.924e-08
largest |slope formula - finite difference| = 6.1e-10
largest relative error of P(n) formula = 1.7e-19
P = 1.0e-30 bar: two-branch slope -0.1720, numerical -0.1720
P = 1.0e-24 bar: two-branch slope -0.2057, numerical -0.2057
n = p at P = 9.9920e-17 bar, slope -0.24753
n/A at P1: full 0.7549, three-term 0.7549
p/A at P2: full 0.6186, three-term 0.6180
p/A at P3: full 1.4651, three-term 1.4656
undoped, low P = 1e-24 bar: n = 9.9990e-04, branch 1.0000e-03, slope -0.16670
undoped, high P = 1e+00 bar: n = 6.2999e-08, branch 6.2996e-08, slope -0.16668
undoped with K_S = 1e-06, K_i = 1e-12:
  at P = 2.50e-13 bar the slope is -0.24994
verified
```
